\section*{Rainbow lines of a thin crystal from the continuum potential's Hessian}

\section{Rainbow lines in thin-crystal channelling}

Protons of 20 MeV cross a silver film 41 nm thick along a $\langle100\rangle$ axis. In the model below, some impact points are critical: two ions entering there, separated along one particular line, leave in the same direction to first order in their separation. The small transverse motion inside the film displaces one such point by $1.2\times10^{-3}$ nm, or 2\% of its distance from the channel centre. Near the image of that point, the bright line in the angular distribution moves by less than 0.01\% of its angle. A rule that ignores transverse motion thus places the line far better than it places the impact points. The rule is that the Hessian determinant of the continuum potential vanishes.

\subsection{Potential and deflection}

Let $z$ run along the axis and $\mathbf b=(x,y)$ be the impact point. An ion of charge $Z_1e$ meets strings of atoms of atomic number $Z_2$ and spacing $d$. In Gaussian units the screened interaction with one atom is
\begin{equation}
V(R)=\frac{Z_1Z_2e^2}{R}\sum_i\alpha_i e^{-\kappa_iR}.
\end{equation}
Small successive deflections allow an average along the string. With $R^2=r^2+z^2$ and $z=r\sinh\eta$, one has $dz/R=d\eta$, so
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\kappa R}}{R}\,dz
=\int_{-\infty}^{\infty}e^{-\kappa r\cosh\eta}\,d\eta=2K_0(\kappa r).
\end{equation}
Dividing by $d$ and summing over strings at $\mathbf b_j$ gives the continuum potential
\begin{equation}
U(\mathbf b)=\frac{2Z_1Z_2e^2}{d}\sum_j\sum_i\alpha_iK_0(\kappa_i|\mathbf b-\mathbf b_j|).
\label{U}
\end{equation}

For small angles the momentum $p$ and speed $v$ are constant. Since $d\mathbf p_\perp/dt=-\nabla U$, $dt=dz/v$ and $\boldsymbol\theta=\mathbf p_\perp/p$, the transverse position $\mathbf x(z)$ obeys
\begin{equation}
\mathbf x''=\boldsymbol\theta'=\mathbf F(\mathbf x),\qquad
\mathbf F=-\frac{\nabla U}{pv},\qquad \mathbf x(0)=\mathbf b,\quad \mathbf x'(0)=0.
\label{motion}
\end{equation}
This holds relativistically if $pv$ is the relativistic product. If $\mathbf x$ hardly changes over the thickness $L$, then
\begin{equation}
\boldsymbol\theta(\mathbf b)=-\frac{L}{pv}\nabla U(\mathbf b).
\label{map}
\end{equation}

\subsection{Where the density is singular}

Let the incident flux be uniform over a cell of area $A$, and let $Y$ be the fraction of ions per unit solid angle. Ions are conserved, so $Y\,d^2\theta=\sum d^2b/A$, summed over the impact points that lead to $\boldsymbol\theta$. By (\ref{map}) the derivative matrix is $-(L/pv)H$, with $H_{ij}=\partial_i\partial_jU$. In two dimensions the two minus signs cancel in its determinant:
\begin{equation}
Y(\boldsymbol\theta)=\frac1A\left(\frac{pv}{L}\right)^2
\sum_{\mathbf b:\,\boldsymbol\theta(\mathbf b)=\boldsymbol\theta}\frac1{|\det H(\mathbf b)|}.
\label{Y}
\end{equation}
The force grows without bound at a static string, so the impact points for a given finite angle stay away from the strings. If $\det H\neq0$ at all of them, they are isolated and finite in number, and $Y$ is finite. A singularity at finite angle therefore requires
\begin{equation}
\det H(\mathbf b)=0 .
\label{rule}
\end{equation}
The solutions form the critical line; its image under (\ref{map}) is the rainbow line.

Such a line must exist if the channel has a nondegenerate minimum and a nondegenerate saddle between neighbouring strings. At the minimum both eigenvalues of $H$ are positive and $\det H>0$; at the saddle they have opposite signs and $\det H<0$. Every path between the two that avoids the strings crosses (\ref{rule}).

Away from a string $\nabla^2K_0(\kappa r)=\kappa^2K_0(\kappa r)>0$, hence $\nabla^2U>0$. The eigenvalues of $H$ have a positive sum and cannot vanish together. On the critical line one is zero, with unit eigenvector $\mathbf t$; the other, with eigenvector $\mathbf s\perp\mathbf t$, is
\begin{equation}
\lambda=\nabla^2U>0.
\label{lambda}
\end{equation}

Two limits show what this depends on. In a region free of electrons $\nabla^2U=0$, so $\det H=-(U_{xx}^2+U_{xy}^2)\le0$. It vanishes where the analytic function $U_{xx}-iU_{xy}$ does, which is at isolated points unless that function is identically zero. Screening charge in the channel is what permits a line. For planar channelling, $U=U(x)$ and $\det H=0$ everywhere, because all ions are deflected along $x$. Equation (\ref{Y}) must then be replaced by a density in $\theta_x$ alone, proportional to $\sum1/|U''|$, and the rainbow condition becomes $U''(x)=0$. With static atoms $U''=\nabla^2U>0$ between the planes, so this condition has no solution there and the map (\ref{map}) gives no planar rainbow. Transverse motion in a thicker crystal can still produce one: for 20 MeV protons between static (100) planes of silver it appears at about 100 nm. Thermal averaging can supply one, because it makes $U''$ negative close to a plane.

\subsection{The fold}

Take a critical point $\mathbf b_0$ and write $\mathbf b=\mathbf b_0+q\mathbf t+w\mathbf s$. Subscripts on $U$ denote derivatives at $\mathbf b_0$. Because $U_{tt}=U_{ts}=0$ there,
\begin{align}
\partial_tU&=U_t+\tfrac12U_{ttt}q^2+U_{tts}qw+\tfrac12U_{tss}w^2+\cdots,\label{gt}\\
\partial_sU&=U_s+\lambda w+\tfrac12U_{tts}q^2+\cdots.\label{gs}
\end{align}
Keep $\theta_s$ at its value for $\mathbf b_0$. Then (\ref{gs}) gives $w=-U_{tts}q^2/(2\lambda)+O(q^3)$, so the terms with $w$ in (\ref{gt}) are of order $q^3$ or smaller. With $\theta_R$ the value of $\theta_t$ at $\mathbf b_0$,
\begin{equation}
\theta_t-\theta_R=-\frac{L}{2pv}U_{ttt}\,q^2+O(q^3).
\label{fold}
\end{equation}
If $U_{ttt}\ne0$, the map folds the impact plane. On one side of $\theta_R$ two nearby impact points contribute, on the other side neither does. At distance $\delta=|\theta_t-\theta_R|$ on the bright side,
\begin{equation}
|q|=\sqrt{\frac{2pv\,\delta}{L|U_{ttt}|}},\qquad
|\det H|=\lambda|U_{ttt}q|+O(q^2).
\label{q}
\end{equation}
The determinant follows from $H_{tt}=U_{ttt}q+O(q^2)$, $H_{ss}=\lambda+O(q)$ and $H_{ts}=O(q)$. Inserting both points in (\ref{Y}),
\begin{align}
Y&\simeq\frac1A\left(\frac{pv}{L}\right)^2\frac{2}{\lambda|U_{ttt}|}
\sqrt{\frac{L|U_{ttt}|}{2pv\,\delta}}\nonumber\\
&=\frac{\sqrt2}{A\lambda\sqrt{|U_{ttt}|\,\delta}}\left(\frac{pv}{L}\right)^{3/2}.
\label{edge}
\end{align}
Other, distant impact points may add a smooth background. The divergence is integrable: the number of ions within $\delta$ of the line grows as $\sqrt\delta$.

The distance $\delta$ is measured along $\mathbf t$, which is normal to the rainbow line. Indeed, a step $d\mathbf b$ along the critical line gives $d\boldsymbol\theta=-(L/pv)H\,d\mathbf b$, which is parallel to $\mathbf s$ because $H$ is symmetric and annihilates $\mathbf t$.

\subsection{The cusp}

At $\mathbf b_0$ the gradient of $\det H$ has components $\lambda(U_{ttt},U_{tts})$ along $(\mathbf t,\mathbf s)$. The critical line therefore runs along $(-U_{tts},U_{ttt})$, and the image moves at a rate proportional to $\lambda U_{ttt}$. Where $U_{ttt}$ changes sign the image stops and reverses: the rainbow line has a cusp.

A mirror line of the channel gives a case that can be solved. Let $\mathbf s$ lie along the mirror line, so that $U$ is even in $q$ and $U_{ttt}=0$. Let $\Delta$ be the change of $\partial_sU$ from its value at $\mathbf b_0$. With $w$ of order $q^2$, the leading terms are
\begin{align}
\partial_tU&=q\left(U_{tts}w+\tfrac16U_{tttt}q^2\right),\qquad
\Delta=\lambda w+\tfrac12U_{tts}q^2,\label{c1}\\
\det H&=\lambda\left(U_{tts}w+\tfrac12U_{tttt}q^2\right)-U_{tts}^2q^2.\label{c2}
\end{align}
For exit angles on the mirror line, $\partial_tU=0$. One solution is $q=0$, $w=\Delta/\lambda$, with $\det H=U_{tts}\Delta$. The others have $w=-U_{tttt}q^2/(6U_{tts})$, so
\begin{align}
\Delta&=\left(\frac{U_{tts}}2-\frac{\lambda U_{tttt}}{6U_{tts}}\right)q^2,\label{c3}\\
\det H&=\left(\frac{\lambda U_{tttt}}3-U_{tts}^2\right)q^2=-2U_{tts}\Delta .\label{c4}
\end{align}
They are real for one sign of $\Delta$, and each contributes half as much as the first. Since $|\Delta|=pv\,\delta/L$, with $\delta$ now measured from the tip along the mirror line,
\begin{equation}
Y\simeq\frac{g}{A|U_{tts}|\,\delta}\,\frac{pv}{L},\qquad
g=\begin{cases}2&\text{inside the cusp},\\1&\text{outside}.\end{cases}
\label{cusp}
\end{equation}
This requires $U_{tts}\ne0$ and a nonzero bracket in (\ref{c3}). The density rises faster than at a fold, and on both sides of the tip.

\subsection{Why slight transverse motion hardly matters}

For finite $L$ the singularities lie where $\det(\partial\boldsymbol\theta/\partial\mathbf b)=0$. Let $D\mathbf F$ and $D^2\mathbf F$ be the first and second derivatives of $\mathbf F$. Differentiating (\ref{motion}) twice gives
\begin{equation}
\mathbf x''''=D^2\mathbf F(\mathbf x',\mathbf x')+D\mathbf F\,\mathbf F .
\end{equation}
Differentiate twice more and set $\mathbf x'=0$. The first term leaves $2D^2\mathbf F(\mathbf F,\mathbf F)$; the second leaves $D^2\mathbf F(\mathbf F,\mathbf F)+(D\mathbf F)^2\mathbf F$. Odd derivatives of $\mathbf x$ vanish at $z=0$, because an ion starting without transverse velocity has $\mathbf x(-z)=\mathbf x(z)$. The Taylor series of $\boldsymbol\theta=\mathbf x'(L)$ is
\begin{equation}
\boldsymbol\theta=L\mathbf F+\frac{L^3}6D\mathbf F\,\mathbf F
+\frac{L^5}{120}\left[3D^2\mathbf F(\mathbf F,\mathbf F)+(D\mathbf F)^2\mathbf F\right]+O(L^7).
\label{series}
\end{equation}

Try the impact point $\mathbf b_0+\boldsymbol\xi$ with
\begin{equation}
\boldsymbol\xi=-\frac{L^2}6\mathbf F(\mathbf b_0)=\frac{L^2}{6pv}\nabla U(\mathbf b_0).
\label{xi}
\end{equation}
For any vector $\mathbf u$, the first two terms of (\ref{series}) give, with all quantities now at $\mathbf b_0$,
\begin{align}
\frac{\partial\boldsymbol\theta}{\partial\mathbf b}\mathbf u
&=L\left[D\mathbf F\,\mathbf u+D^2\mathbf F(\boldsymbol\xi,\mathbf u)\right]
+\frac{L^3}6\left[D^2\mathbf F(\mathbf F,\mathbf u)+(D\mathbf F)^2\mathbf u\right]\nonumber\\
&=L\,D\mathbf F\,\mathbf u+\frac{L^3}6(D\mathbf F)^2\mathbf u,
\end{align}
up to $O(L^5)$. This vanishes for $\mathbf u=\mathbf t$, so near a fold (\ref{xi}) gives the displacement of the critical point up to $O(L^4)$. The mean position of an ion along its path is $\mathbf b+L^2\mathbf F/6$ to this order. It is the mean position, rather than the entry point, that lies on $\det H=0$.

The image does not move at order $L^3$, since $L\,D\mathbf F\,\boldsymbol\xi+(L^3/6)D\mathbf F\,\mathbf F=0$. At order $L^5$, take the component along $\mathbf t$, for which any vector of the form $D\mathbf F\,\mathbf u$ drops out. The three terms of (\ref{series}) supply
\begin{equation}
\frac1{72}-\frac1{36}+\frac1{40}=\frac1{90}
\end{equation}
times $L^5\,\mathbf t\cdot D^2\mathbf F(\mathbf F,\mathbf F)$. Inserting $\mathbf F=-\nabla U/(pv)$, the normal shift of the rainbow line is
\begin{equation}
\Delta\theta_t=-\frac{L^5}{90(pv)^3}\sum_{ij}U_{tij}U_iU_j+O(L^7).
\label{shift}
\end{equation}
Relative to the rainbow angle, which is proportional to $L$, this is of order $L^4$.

The expansion fails in thick crystals. Near the centre of a square channel $\mathbf x=\mathbf b\cos kz$ with $k^2=U_{xx}/(pv)$, so $\boldsymbol\theta=-k\mathbf b\sin kL$. At $kL=\pi$ the derivative vanishes at the centre although $\det H>0$ there. Such focusing singularities are outside rule (\ref{rule}).

\subsection{Protons in a silver film}

The lattice constant is taken as 0.409 nm, a rough value for silver. Seen along $\langle100\rangle$, the strings form a square lattice of side 0.2045 nm with $d=0.409$ nm. A film of 100 atoms per string has $L=40.9$ nm. For 20 MeV protons $pv=39.58$ MeV. Molière screening has $\alpha_i=(0.35,0.55,0.10)$ and $\kappa_i=(0.3,1.2,6)/a_s$, with $a_s=0.8853\,a_BZ_2^{-1/3}=0.0130$ nm and $a_B$ the Bohr radius. The prefactor in (\ref{U}) is 331 eV.

At the centre $U_{xx}=2971$ eV/nm$^2$, so $kL=0.354$. The determinant is $8.8\times10^6$ eV$^2$/nm$^4$ there and $-5.5\times10^7$ at the saddle. Solving (\ref{rule}) numerically along rays from the centre gives the following points, where $0^\circ$ points to a saddle and $45^\circ$ to a string.

\begin{center}
\begin{tabular}{ccccc}
ray & $r$ (nm) & $|\nabla U|$ (eV/nm) & $|\theta_x|$ (mrad) & $|\theta_y|$ (mrad)\\
$0^\circ$ & 0.0558 & 113 & 0.116 & 0\\
$15^\circ$ & 0.0529 & 162 & 0.131 & 0.103\\
$30^\circ$ & 0.0486 & 205 & 0.151 & 0.148\\
$45^\circ$ & 0.0470 & 216 & 0.158 & 0.158
\end{tabular}
\end{center}

For the $15^\circ$ point, (\ref{map}) reads
\begin{equation}
|\boldsymbol\theta|=\frac{40.9\times161.6}{39.58\times10^6}=1.67\times10^{-4}=0.167\ \text{mrad}.
\end{equation}
The nearly round critical line becomes a four-pointed figure, reaching 0.116 mrad on the axes and 0.223 mrad on the diagonals. The tips are cusps: on the diagonals $\mathbf t$ is normal to the mirror line, so $U_{ttt}=0$. On the axes $\mathbf t$ lies along the mirror line, and the rainbow line is an ordinary fold there. A scan of rays in $1^\circ$ steps showed no other cusps. Between the $30^\circ$ and $45^\circ$ rays the image moves by only 0.012 mrad, as expected where its rate of motion goes to zero.

At the $15^\circ$ fold $\lambda=8154$ eV/nm$^2$ and $|U_{ttt}|=8.00\times10^4$ eV/nm$^3$. For $\delta$ equal to 1\% of the rainbow angle, (\ref{q}) gives
\begin{equation}
|q|=\sqrt{\frac{2(39.58\times10^6)(1.67\times10^{-6})}{40.9\,(8.00\times10^4)}}=0.0064\ \text{nm}.
\end{equation}
There $|\det H|\simeq\lambda|U_{ttt}q|=4.1\times10^6$ eV$^2$/nm$^4$. The pair thus contributes about $2\times8.8/4.1=4.3$ times the density due to impact points at the channel centre.

The numbers in the opening paragraph belong to this fold. They come from Runge--Kutta integration of (\ref{motion}) and its derivative with respect to $\mathbf b$, solving for zero determinant at fixed $\theta_s$. The critical point moves by $1.16\times10^{-3}$ nm, against $1.14\times10^{-3}$ nm from (\ref{xi}). The line moves by $1.4\times10^{-5}$ mrad, against $1.6\times10^{-5}$ mrad from (\ref{shift}). At a quarter of the thickness the numerical shift is 0.994 of the law. The shift varies along the line: on the $0^\circ$ ray, at full thickness, the critical point moves by 1.4\% of its radius and the line by 0.025\% of its angle.

\subsection{What blurs or moves the line}

\paragraph{Waves.} An ion wave acquires the phase $-LU/(\hbar v)$. Near a fold its cubic part is $L|U_{ttt}|q^3/(6\hbar v)$ in magnitude. Setting this equal to $u^3/3$ defines $q=q_0u$ with $q_0^3=2\hbar v/(L|U_{ttt}|)$. If higher terms in the phase are negligible for $|q|$ up to a few $q_0$, the amplitude is proportional to $\mathrm{Ai}(-\delta/\delta_A)$, where
\begin{equation}
\delta_A=\frac{\hbar}{pq_0}=\frac\hbar p\left(\frac{L|U_{ttt}|}{2\hbar v}\right)^{1/3}=0.035\ \text{mrad}.
\end{equation}
The classical divergence becomes a finite peak. For this film the Airy form is only a rough guide, because $q_0=0.029$ nm is over half the critical radius and higher terms do matter. If the incident wave is coherent across several channels, the intensity is also split into diffraction orders about 0.031 mrad apart, a spacing close to $\delta_A$. At fixed energy $\delta_A/|\boldsymbol\theta|$ falls as $L^{-2/3}$.

\paragraph{Electrons.} One electron at distance $\rho$ deflects a proton by $2e^2/(\rho pv)$. For electron density $n$,
\begin{equation}
\langle\theta^2\rangle=nL\int\left(\frac{2e^2}{\rho pv}\right)^2 2\pi\rho\,d\rho
=8\pi nL\left(\frac{e^2}{pv}\right)^2\ln\frac{\rho_{\max}}{\rho_{\min}}.
\end{equation}
Poisson's equation and (\ref{lambda}) give $n=\lambda/(4\pi e^2)=451$ nm$^{-3}$ at the fold. With $\rho_{\min}=\hbar/(m_ev)$ and $\rho_{\max}=v/\omega_p$, where $\omega_p$ is the plasma frequency for this $n$, the rms blur per component is 0.045 mrad. This treats the electrons as free and uncorrelated, and two corrections act in opposite directions. On one side, $\rho_{\max}$ exceeds the channel width and the mean electron density of the crystal is about six times $n$. On the other, distant collisions with bound or degenerate electrons add little random deflection. Averaging the model density over circles of radius $\rho$ around the fold, and treating every electron as free, gives about 0.09 mrad instead. That is a large overestimate. Momentum transfers $\hbar q$ are weighted by the incoherent factor $S(q)$, which vanishes as $q\to0$. For a Fermi gas of density $n$, with $q$ up to $2m_ev/\hbar$, the logarithm falls from 6.7 to about 3.9 and the blur to 0.035 mrad. The variance of the kick from Hartree--Fock silver atoms (19 outer electrons each, summed over the surrounding strings) corresponds to a logarithm of 4.4, which gives 0.037 mrad at the density above and 0.027 mrad at the Hartree--Fock density of about 250 nm$^{-3}$. The value 0.045 mrad is thus more likely high than low. The free-electron energy loss, $p^2\langle\theta^2\rangle/(2m_e)$, is about 150 eV for 0.045 mrad and roughly 550 eV for 0.09 mrad, negligible beside 20 MeV.

\paragraph{Heat.} Take a rough vibration amplitude $u_1=0.009$ nm per direction. Gaussian averaging acts as $\exp(u_1^2\nabla^2/2)$, which well away from a string multiplies each $K_0$ term by $\exp(\kappa_i^2u_1^2/2)$. The $0^\circ$ rainbow angle rises from 0.116 to 0.119 mrad. Averaging also makes the force finite at the strings, so $\det H$ vanishes on a second line close around each string. On the diagonal this line lies 0.012 nm from the string, where (\ref{map}) would give an angle of 10 mrad. An ion deflected that strongly would move sideways by about a cell side within the film, so (\ref{map}) does not apply there. Random sampling of displaced atoms gives an rms kick of 0.003 mrad at the $15^\circ$ fold.

\paragraph{Screening.} Replacing Molière by ZBL universal screening, with all else fixed, lowers the $0^\circ$ angle from 0.116 to 0.074 mrad and the cusp angle from 0.223 to 0.140 mrad. This is a change of 36--37\%. A superposition of Hartree--Fock atoms lowers the two angles further, to 0.053 and 0.100 mrad, 54--55\% below the Molière values. The choice of potential is the largest uncertainty considered here: for real silver the angles in the table are known only to about a factor of two. The line is sensitive to the potential deep in the channel, where none of these atomic models represents the bonding electrons of the metal.

\paragraph{A real film.} The film is very thin for a free-standing metal crystal, and its flatness and crystal perfection are assumed. A local tilt of 1 mrad carries an ion sideways by $10^{-3}\times40.9=0.04$ nm relative to the strings, comparable with the critical radius of 0.05 nm. Tilts must therefore be well below 1 mrad for (\ref{map}) to apply at the entry point. The line itself is less sensitive if deflections are measured from the beam direction, because a tilt mainly changes which entry point leads to a given mean position. Integrating (\ref{motion}) with an initial slope, for three tilt directions at the $0^\circ$ and $15^\circ$ folds, moves the line by at most 1\% of its angle for 0.3 mrad and by up to 12\% for 1 mrad. Beam divergence adds directly to the exit angle and must be well below 0.1 mrad. Even then, with Molière screening and the local electron density, the $15^\circ$ rainbow angle is only 3.7 times the combined electronic and thermal blur. The ratio is 2.8 with ZBL screening. If every electron is counted as free, it is 1.9 with Molière and about 1.3 with ZBL screening. These last two ratios are too pessimistic; with Hartree--Fock atoms used for both the potential and the electronic blur the ratio is about 3. The two effects thus smear the sharp edge (\ref{edge}) over roughly a fifth to a third of the rainbow angle, and with Molière screening the wave width $\delta_A$ is a further fifth of it; whether a separate maximum survives depends on the blurred density, which is not computed here. Both the rainbow angle and the electronic estimate scale as $1/(pv)$, apart from a logarithm, while their ratio grows as $\sqrt L$. A thicker film at higher energy, with $kL$ held fixed, would raise this ratio. Since $pv$ then grows as $L^2$, the rainbow angle itself would fall as $1/L$, which demands a more parallel beam. The wave width would fall as $p^{-2/3}L^{-1/3}$, which is $1/L$ for slow protons and somewhat faster at relativistic speed. At twice the present thickness it would still be about a fifth of the rainbow angle: such a step reduces the relative electronic blur, but hardly the relative wave blur.
